Energy-conserving implicit exchange in a split two-temperature solver

**The result**

After a short laser pulse the electrons of a metal are much hotter than the lattice. The two exchange heat at every point while the electrons carry energy through the film. Let u_e and u_l be the electron and lattice energies per volume, T_e and T_l their temperatures, G the coupling constant and D the electron diffusivity. A time step h that remains stable for any coupling strength consists of two parts.

1. Diffuse u_e by one backward-Euler step, which gives u_e*.
2. In each cell set r = hG and E = u_e* + u_l, and compute

T_e' = 2c / [r + √(r² + 4Ac)], A = (γ/2)(1 + r/C_l), c = u_e* + rE/C_l,

u_e' = γT_e'²/2, u_l' = E − u_e'.

Here γ is the electron heat-capacity coefficient and C_l the lattice heat capacity per volume. For every h > 0 and G > 0 this step conserves total energy, keeps all temperatures within their initial range, does not lower the entropy, and does not increase the distance between two solutions. These are statements about stability. Accuracy is a separate matter: the error is first order in h, and a large step can give a bounded but poor answer.

**The model**

The equations are

∂u_e/∂t = D ∂²u_e/∂x² − G(T_e − T_l),
∂u_l/∂t = G(T_e − T_l),

with u_e = γT_e²/2 and u_l = C_l T_l. The first relation is the integral of the heat capacity C_e = γT_e of a degenerate electron gas. C_l and G are taken as constant, lattice conduction is neglected, the faces of the film are insulated, and the pulse is over at t = 0.

The electron conductivity is assumed to be k_e = DC_e = γDT_e with constant D, as when elastic scattering with a fixed mean free path dominates. In clean metals at and above room temperature phonon scattering usually dominates, and D then falls roughly as 1/T_l; at several thousand kelvin C_e = γT_e and a constant G are also only approximations, especially in d-band metals. With constant D,

k_e ∂T_e/∂x = γDT_e ∂T_e/∂x = D ∂(γT_e²/2)/∂x = D ∂u_e/∂x,

so transport is linear in the energy although it is nonlinear in the temperature.

**One cell by hand**

Take round parameters that stand for no particular metal: γ = 100 J m⁻³K⁻², C_l = 2.5×10⁶ J m⁻³K⁻¹, G = 10¹⁸ W m⁻³K⁻¹. One cell starts at T_e = 3000 K and T_l = 300 K, so that

u_e = 50 × 3000² = 4.5×10⁸ J/m³,
u_l = 2.5×10⁶ × 300 = 7.5×10⁸ J/m³,
E = 1.2×10⁹ J/m³.

Let h = 500 fs, hence r = 5×10⁵ J m⁻³K⁻¹.

An explicit step uses the old temperature gap of 2700 K. It removes 5×10⁵ × 2700 = 1.35×10⁹ J/m³ from electrons that hold 4.5×10⁸ J/m³. The result, −9.0×10⁸ J/m³, corresponds to no temperature.

The implicit step uses the new gap:

u_e' = u_e − r(T_e' − T_l'), u_l' = u_l + r(T_e' − T_l').

Adding the two equations gives u_e' + u_l' = E, whatever the gap is. This fixes the lattice temperature in terms of the electron temperature:

T_l' = (1.2×10⁹ − 50T_e'²)/(2.5×10⁶) = 480 − 2×10⁻⁵ T_e'² (in K).

Insert this into the electron equation:

50T_e'² = 4.5×10⁸ − 5×10⁵ T_e' + 5×10⁵ × 480 − 10T_e'².

Collecting terms gives

60T_e'² + 5×10⁵ T_e' = 6.9×10⁸.

The positive root is

T_e' = 2 × 6.9×10⁸ / [5×10⁵ + √(2.5×10¹¹ + 4 × 60 × 6.9×10⁸)] = 1205.6 K,

and T_l' = 480 − 2×10⁻⁵ × 1205.6² = 450.9 K. The energy moved can be checked from both sides: r(T_e' − T_l') = 5×10⁵ × 754.7 = 3.77×10⁸ J/m³, and C_l(T_l' − T_l) = 2.5×10⁶ × 150.9 = 3.77×10⁸ J/m³.

The step is stable, but it is not accurate. Accurate integration over the same 500 fs gives T_e = 484.8 K and T_l = 475.3 K. The implicit step moves too little energy, for the following reason. In an isolated cell the true gap shrinks with time, so the true transfer exceeds r times the final true gap. Suppose the implicit transfer were at least as large as the true one. Its final gap would then be no larger than the true final gap, and its transfer, r times that gap, would be smaller than the true transfer. This is a contradiction.

**Why the heat capacity must not be frozen**

Another implicit rule keeps C_e = γT_e at its old value and works with temperatures:

γT_e(T_e' − T_e) = −r(T_e' − T_l'), C_l(T_l' − T_l) = r(T_e' − T_l').

It is linear, and it keeps the new temperatures between the old ones and in the same order. Its left sides add up to zero, but the first of them is not the change of electron energy. With ΔT = T_e' − T_e,

(γ/2)(T_e'² − T_e²) = (γ/2)(2T_e ΔT + ΔT²) = γT_e ΔT + (γ/2)ΔT².

Each step therefore creates the energy γΔT²/2, whether the electrons cool or warm. In the cell above this rule gives T_e' = 1430.2 K, so ΔT = −1569.8 K and the created energy is 50 × 1569.8² = 1.232×10⁸ J/m³, or 27.4 % of the initial electron energy. Implicitness bounds the temperatures; conservation comes from using the energies as unknowns.

**The exchange step in general**

The hand calculation carries over with symbols. Put T_l' = (E − γT_e'²/2)/C_l into γT_e'²/2 = u_e − rT_e' + rT_l':

γT_e'²/2 = u_e − rT_e' + rE/C_l − (r/C_l)γT_e'²/2,

AT_e'² + rT_e' − c = 0,

with A as above and c = u_e + rE/C_l (in the full step, u_e* takes the place of u_e). For T_e' > 0 the left side increases from −c < 0 without bound, so there is one positive root. The usual formula, [−r + √(r² + 4Ac)]/(2A), subtracts nearly equal numbers when 4Ac is much smaller than r². Multiplying numerator and denominator by r + √(r² + 4Ac) turns the numerator into 4Ac and gives the stated form, which has no subtraction. The lattice temperature is positive as well, because u_l' = u_l + rT_e' − ru_l'/C_l means

u_l'(1 + r/C_l) = u_l + rT_e' > 0.

No overshoot. Let T_e > T_l and suppose T_e' ≤ T_l'. The electrons would then not have lost energy, so T_e' ≥ T_e, and the lattice would not have gained any, so T_l' ≤ T_l. Together these give T_e' ≥ T_e > T_l ≥ T_l', which contradicts the supposition. Hence T_e' > T_l', energy flows to the lattice, and

T_l < T_l' < T_e' < T_e.

The case T_e < T_l is the mirror image, and equal temperatures stay as they are.

Entropy. Up to a constant, the entropy density is s = γT_e + C_l ln T_l. As a function of the energies it is √(2γu_e) + C_l ln u_l, which is concave, with slopes 1/T_e and 1/T_l. A concave function lies below its tangent plane. Taking the tangent at the new state gives

s' − s ≥ (u_e' − u_e)/T_e' + (u_l' − u_l)/T_l'
= r(T_e' − T_l')(1/T_l' − 1/T_e')
= r(T_e' − T_l')²/(T_e'T_l') ≥ 0.

Distance between solutions. Apply the step to two different states. Let a₀ and b₀ be the differences of u_e and u_l before the step, a and b those after it, and δT_e', δT_l' the differences of the new temperatures. Subtracting the two sets of equations gives

a = a₀ − r(δT_e' − δT_l'), b = b₀ + r(δT_e' − δT_l').

Write |a| = sgn(a)a and |b| = sgn(b)b, with sgn(0) = 0:

|a| + |b| = sgn(a)a₀ + sgn(b)b₀ − r[sgn(a) − sgn(b)](δT_e' − δT_l').

Each energy increases with its own temperature, so δT_e' has the sign of a and δT_l' the sign of b. If the signs are equal, the bracket vanishes. If sgn(a) > sgn(b), then δT_e' ≥ 0 ≥ δT_l' and the last product is not negative; the reverse case is the same with both factors changing sign. Therefore

|a| + |b| ≤ |a₀| + |b₀|.

A disturbance, measured as energy, is not amplified.

**The diffusion step**

Start with two cells of width Δx and let α = hD/Δx². Backward Euler reads

u₁* + α(u₁* − u₂*) = u₁, u₂* + α(u₂* − u₁*) = u₂.

The sum gives u₁* + u₂* = u₁ + u₂, and the difference gives (1 + 2α)(u₁* − u₂*) = u₁ − u₂. Half the sum of these two results is

u₁* = [(1 + α)u₁ + αu₂]/(1 + 2α),

and u₂* follows by exchanging the labels. Each new value is a weighted average of the old ones, for any α.

For many cells,

u_i* + α(u_i* − u_{i−1}*) + α(u_i* − u_{i+1}*) = u_i,

where the term towards a missing neighbour is dropped at an insulated face. In the cell where u* is smallest both brackets are ≤ 0, so u_i* ≥ u_i and min u* ≥ min u. In the same way max u* ≤ max u. Zero input thus gives zero output, the linear system is invertible, and we may write u_i* = Σ_j M_ij u_j. The matrix M has three properties:

- M_ij ≥ 0, since non-negative input gives non-negative output.
- Σ_j M_ij = 1, since a uniform profile is unchanged.
- Σ_i M_ij = 1, since the fluxes cancel in the sum over cells, so that Σ_i u_i* = Σ_i u_i for every input.

The third property is energy conservation. It also gives the contraction for a difference v of two profiles:

Σ_i |Σ_j M_ij v_j| ≤ Σ_j |v_j| Σ_i M_ij = Σ_j |v_j|.

For the concave function f(u) = √(2γu), the first two properties give f(u_i*) ≥ Σ_j M_ij f(u_j). Summing over i and using the third gives Σ_i f(u_i*) ≥ Σ_j f(u_j), so diffusion does not lower the entropy either.

**The full step and its error**

Since each part has the stated properties, so does their sequence. One pass of the algorithm is: form u_e and u_l; solve the tridiagonal system for u_e*; evaluate the root in each cell; set u_l' = E − u_e'.

In 200 pairs of random film states with widely varying h, the largest ratio of new to old distance was 0.999929, in agreement with the bound of 1.

The contraction also controls the error. On a fixed grid, let U_n be the exact solution of the cell equations at time nh, u_n the numerical one, and Φ the full step. Both Φ(U_n) and U_{n+1} equal U_n plus h times the full right-hand side, up to terms of order h². They therefore differ by at most Kh², where K depends on G, D, the grid and the temperature range. Then

‖u_{n+1} − U_{n+1}‖ ≤ ‖Φ(u_n) − Φ(U_n)‖ + ‖Φ(U_n) − U_{n+1}‖ ≤ ‖u_n − U_n‖ + Kh².

After t/h steps the error is at most Kth. This is first-order convergence, but K grows with G, so the bound does not promise accuracy at a given h.

**The limit of the explicit rule**

Near equilibrium C_e is nearly constant. If energy q passes from electrons to lattice, the gap d = T_e − T_l changes by −q(1/C_e + 1/C_l). With z = r(1/C_e + 1/C_l),

explicit: q = rd, so d' = (1 − z)d;
implicit: q = rd', so d' = d/(1 + z).

The explicit gap decays for z < 2. At 300 K, C_e = 3×10⁴ J m⁻³K⁻¹ and the limit is h = 59.3 fs. Iterating the explicit rule 30 times at 0.95 of this limit reduced the gap to 0.042 of its start; at 1.05 of the limit the gap grew by a factor of 17.4. At h = 500 fs, z = 16.87: the explicit factor is −15.87 and the implicit one 0.056.

**A film**

Now let D = 10⁻³ m²/s in a film 200 nm thick, divided into 40 cells of 5 nm. Everything starts at 300 K, and 10 J/m² is then placed in the electrons with a decay length d₀ = 20 nm from the front face. The front cell begins at T_e = 2990 K. The reference is an adaptive integration of the same cell equations, written in temperatures. Errors are sums of |δu_e| + |δu_l| over the film, relative to the absorbed energy.

After 10 ps the reference has T_e = 394.84 K and T_l = 398.65 K in the front cell. The electrons are now colder than the lattice there. The lattice equation shows what this means: C_l ∂T_l/∂t = G(T_e − T_l) is negative, so the front lattice is cooling, and in this model it can do so only through the electrons, which take the heat deeper into the film.

The split solver gives these errors at 10 ps:

h = 500 fs: 20.9 %
h = 100 fs: 4.9 %
h = 20 fs: 1.0 %
h = 4 fs: 0.208 %
h = 2 fs: 0.104 %

The last two differ by a factor of 1.997, as first order requires. The energy drift stays at rounding level, at most 3×10⁻¹⁴ of the absorbed energy. At 500 fs, more than eight times the limit of the explicit exchange at 300 K (explicit diffusion on this grid would need h below Δx²/(2D) = 12.5 fs), the solution is bounded, but the front lattice temperature is 384.0 K instead of 398.65 K. The explicit exchange fails in its first step of 500 fs, with an electron energy of −7.0×10⁸ J/m³ in one cell. The frozen-capacity rule runs to the end but creates 36 % of the absorbed energy at h = 500 fs, 16 % at 100 fs and still 4.6 % at 20 fs.

These errors do not include that of the grid. At h = 20 fs the mean lattice temperature of the first 10 nm is 397.50, 396.95 and 396.81 K for 20, 40 and 80 cells, so the last refinement changes it by 0.14 K.

**Infinite coupling**

Divide the quadratic equation by r and let r → ∞. Then A/r → γ/(2C_l) and c/r → E/C_l, so

γT²/2 + C_l T = E.

Both subsystems reach the common temperature that holds the energy E. For the single cell above it is 475.5 K. If a film starts with T_e = T_l, the full step becomes

E' = E + hD L u_e*,

where L is the discrete second derivative and u_e* = M u_e(T). Since u_e* differs from u_e(T) by a term of order h, this is a first-order scheme for the one-temperature equation

∂E/∂t = D ∂²u_e(T)/∂x².

The contraction survives the limit, so the error argument applies again, now with a constant free of G.

This limit has its own demand on the step. For smooth profiles, backward Euler multiplies a component cos(kx) of u_e by 1/(1 + hDk²), and the energy flux is weakened by the same factor. In this limit heat spreads too slowly unless hDk² is small for every component that matters, and shorter components are weakened more. (At G = 10¹⁸ W m⁻³K⁻¹ and with a hot-electron start the error had the opposite sign: the front lattice came out too cold.) The relevant rate is Dk², although the equilibrated film itself relaxes more slowly, by about C_e/(C_e + C_l), because the lattice stores most of the heat. With k of order 1/d₀, hD/d₀² is 1.25 at 500 fs and 0.01 at 4 fs.

For G = 10²⁵ W m⁻³K⁻¹ and an equilibrated start with the same energy, the front temperature falls from 474.3 K to 409.5 K in 10 ps according to the one-temperature equation. The split solver gives 450.8 K at h = 500 fs, which is the slow spreading just described, and 410.1 K at 4 fs. The errors at 4 and 2 fs are 0.357 % and 0.179 %, again close to a factor of two.

**What may be changed**

The proofs for the exchange step use the fact that each energy increases with its temperature. Another increasing u_e(T_e) is therefore allowed; the closed root is then replaced by a bracketed search for one unknown. The diffusion step stays linear in u_e only if the conductivity is k_e = DC_e(T_e), so a new u_e also means a new conductivity. If G varies with temperature but is held at its old value during a step, conservation, the absence of overshoot and the entropy bound remain, since they need only r > 0. The contraction proof assumed the same r for both solutions; it no longer applies, the distance can grow, and the error argument built on it is lost. The same holds if D depends on the lattice temperature and is held at its old value on each cell face: M keeps its three properties, so energy, temperature range and entropy are safe, but two solutions no longer share the same M.

The step should be chosen by halving h until the change in the wanted quantity is small and itself halves with each halving. A small change alone can mislead. At infinite coupling one step can take from the front cell at most its electron excess energy, 50 × (474.3² − 300²) = 6.7×10⁶ J/m³, about 2.7 K; one step of 10 ps and two of 5 ps therefore differ by a few kelvin at most, while the true drop is 65 K. Bounded temperatures and a constant total energy are no evidence of accuracy: the run at 500 fs has both, and an error of 21 %. The full set of values is in the numerical output below.

Table of computed values

```
gamma = 100 J/(m^3 K^2), Cl = 2.50e+06 J/(m^3 K)
G = 1.0e+18 W/(m^3 K), D = 1.0e-03 m^2/s
Explicit step limit at 300 K: 59.3 fs
z at 300 K for h = 500 fs: 16.87
Gap factor, h = 500 fs: implicit 0.0560, explicit -15.87
Explicit gap growth, 30 steps: 0.042 at 0.95 limit, 17.4 at 1.05 limit
Largest L1 ratio in 200 random film steps: 0.999929
ONE CELL, Te = 3000 K, Tl = 300 K, one step of 500 fs
r = 5.00e+05 J/(m^3 K), r/Cl = 0.20
u_e = 4.500e+08, u_l = 7.500e+08, E = 1.200e+09 J/m^3
A = 60.0 J/(m^3 K^2), c = 6.900e+08 J/m^3
Implicit: Te = 1205.6 K, Tl = 450.9 K
Implicit: energy moved = 3.7733e+08 J/m^3
Accurate integration: Te = 484.8 K, Tl = 475.3 K
Common temperature at infinite r: 475.5 K
Explicit: u_e = -9.00e+08 J/m^3 (negative)
Frozen capacity: Te = 1430.2 K, Tl = 488.4 K
Frozen capacity: energy created = 1.232e+08 J/m^3 = 27.4 % of initial u_e
FILM
Thickness 200 nm, 40 cells of 5 nm, decay length 20 nm
Absorbed 10.0 J/m^2, end time 10 ps
Initial front-cell Te = 2990 K, all Tl = 300 K
Reference at end: front Te = 394.84 K, front Tl = 398.65 K
Reference at end: back Te = 300.02 K, back Tl = 300.02 K
h = 500 fs: front Te 382.61 K, Tl 383.98 K, L1 error 20.881 %, energy drift 0e+00
h = 100 fs: front Te 393.81 K, Tl 396.90 K, L1 error 4.920 %, energy drift 4e-15
h = 20 fs: front Te 394.80 K, Tl 398.48 K, L1 error 1.030 %, energy drift 4e-15
h = 4 fs: front Te 394.84 K, Tl 398.62 K, L1 error 0.208 %, energy drift 1e-14
h = 2 fs: front Te 394.84 K, Tl 398.64 K, L1 error 0.104 %, energy drift 3e-14
Error ratio 4 fs / 2 fs: 1.997
Explicit film, first 500 fs step: lowest u_e = -7.04e+08 J/m^3
Frozen capacity, h = 500 fs: energy created = 36.34 % of absorbed
Frozen capacity, h = 100 fs: energy created = 16.10 % of absorbed
Frozen capacity, h = 20 fs: energy created = 4.61 % of absorbed
Front 10 nm mean Tl, h = 20 fs: 397.502, 396.947, 396.807 K for 20, 40, 80 cells
STIFF LIMIT, G = 1e+25 W/(m^3 K), equilibrated start
Front T: start 474.27 K, one-temperature end 409.53 K
h = 500 fs: front T 450.79 K, L1 error 16.583 %
h = 100 fs: front T 425.23 K, L1 error 6.871 %
h = 4 fs: front T 410.10 K, L1 error 0.357 %
h = 2 fs: front T 409.82 K, L1 error 0.179 %
Stiff error ratio 4 fs / 2 fs: 1.992
```
